# The Gaussian ionic charge: self-energy and overlap correction: a program that tests the result

```python
"""
Result under test (atomic units; Z = ionic charge, w = rloc = standard deviation):
  the potential Z erf(r/(sqrt(2) w))/r belongs to a Gaussian charge of width w,
  its self-energy is Z^2/(2 sqrt(pi) w), and for ions A, B and electron density n
  E_ee + E_ei + Z_A Z_B/R = E_C[rho_A + rho_B - n] + E_overlap - E_self,
  E_overlap = Z_A Z_B erfc(R/sqrt(2(w_A^2 + w_B^2)))/R.
E_C is the classical Coulomb energy, E_ee that of the electrons alone, and
E_ei the electron-ion energy from the erf potentials.
Numerical work uses angstrom and eV, with COULOMB = e^2/(4 pi eps0) in eV angstrom.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf, erfc

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
COULOMB = HARTREE * BOHR


def gauss_nodes(low, high, count):
    x, weight = np.polynomial.legendre.leggauss(count)
    return 0.5 * (high - low) * x + 0.5 * (high + low), 0.5 * (high - low) * weight


def gaussian_charge(r, charge, width):
    return charge * np.exp(-r**2 / (2 * width**2)) / (2 * np.pi * width**2)**1.5


def erf_potential(r, charge, width):
    return COULOMB * charge * erf(r / (np.sqrt(2) * width)) / r


def self_energy(charge, width):
    return COULOMB * charge**2 / (2 * np.sqrt(np.pi) * width)


def smeared_pair(R, za, wa, zb, wb):
    return COULOMB * za * zb * erf(R / np.sqrt(2 * (wa**2 + wb**2))) / R


def overlap_energy(R, za, wa, zb, wb):
    return COULOMB * za * zb * erfc(R / np.sqrt(2 * (wa**2 + wb**2))) / R


def integrate_with_potential(density, r_max, R, charge, width):
    """Integral of a spherical density times the erf potential centred R away."""
    r, wr = gauss_nodes(0, r_max, 600)
    mu, wmu = gauss_nodes(-1, 1, 200)
    distance = np.sqrt(r[:, None]**2 + R**2 - 2 * r[:, None] * R * mu)
    angular = erf_potential(distance, charge, width) @ wmu
    return np.sum(wr * 2 * np.pi * r**2 * density(r) * angular)


# Symbolic Poisson equation for the erf potential
rs, ws, zs = sp.symbols("r w Z", positive=True)
phi = zs * sp.erf(rs / (sp.sqrt(2) * ws)) / rs
source = -sp.diff(rs * phi, rs, 2) / (4 * sp.pi * rs)
target = zs * sp.exp(-rs**2 / (2 * ws**2)) / (2 * sp.pi * ws**2)**sp.Rational(3, 2)
assert sp.simplify(source / target - 1) == 0

# The short-range terms r^p exp(-r^2/2) (unit width) have a neutral source
for power in (0, 2, 4, 6):
    short = rs**power * sp.exp(-rs**2 / 2)
    laplacian_shell = sp.expand(rs**2 * sp.diff(short, rs, 2)
                                + 2 * rs * sp.diff(short, rs))
    assert sp.simplify(sp.integrate(laplacian_shell, (rs, 0, sp.oo))) == 0

# Model parameters
ZA, ZB = 4.0, 6.0
WA, WB = 0.30, 0.20
R0 = 1.00
N_EL = ZA + ZB
ALPHA = 4.0


# Potential and self-energy from the Gaussian charge by Gauss's law
def enclosed(r, charge, width):
    return quad(lambda t: 4 * np.pi * t**2 * gaussian_charge(t, charge, width),
                0, r, epsabs=1e-12, epsrel=1e-11)[0]


assembled = []
for z, w in ((ZA, WA), (ZB, WB)):
    for r in (0.05, 0.2, 0.5, 1.0):
        outer = quad(lambda t: 4 * np.pi * t * gaussian_charge(t, z, w),
                     r, r + 12 * w, epsabs=1e-12, epsrel=1e-11)[0]
        from_charge = COULOMB * (enclosed(r, z, w) / r + outer)
        assert abs(from_charge - erf_potential(r, z, w)) < 1e-7
    centre = COULOMB * quad(lambda t: 4 * np.pi * t * gaussian_charge(t, z, w),
                            0, 12 * w, epsabs=1e-12)[0]
    assert abs(centre - COULOMB * z * np.sqrt(2 / np.pi) / w) < 1e-7
    energy = COULOMB * quad(
        lambda t: enclosed(t, z, w) * 4 * np.pi * t * gaussian_charge(t, z, w),
        0, 12 * w, epsabs=1e-10, epsrel=1e-10)[0]
    assert abs(energy - self_energy(z, w)) < 1e-6
    assembled.append(energy)
    coincident = integrate_with_potential(
        lambda t: gaussian_charge(t, z, w), 12 * w, 0.0, z, w)
    assert abs(coincident - 2 * self_energy(z, w)) < 1e-6

# Repulsion of two smeared ions by real-space quadrature
distances = (0.50, 0.75, 1.00, 1.50, 2.00)
for R in distances:
    numeric = integrate_with_potential(
        lambda t: gaussian_charge(t, ZA, WA), 12 * WA, R, ZB, WB)
    assert abs(numeric - smeared_pair(R, ZA, WA, ZB, WB)) < 1e-6
    missing = COULOMB * ZA * ZB / R - numeric
    assert abs(missing - overlap_energy(R, ZA, WA, ZB, WB)) < 1e-6

# Overlap force against a finite difference
s = np.hypot(WA, WB)
x0 = R0 / (np.sqrt(2) * s)
force = COULOMB * ZA * ZB * (erfc(x0) / R0**2
                             + np.sqrt(2 / np.pi) * np.exp(-x0**2) / (s * R0))
h = 1e-4
force_fd = -(overlap_energy(R0 + h, ZA, WA, ZB, WB)
             - overlap_energy(R0 - h, ZA, WA, ZB, WB)) / (2 * h)
assert abs(force - force_fd) < 1e-4


# Electrostatic energy in real space: electrons, electron-ion, point ions
def electron_density(r):
    return N_EL * ALPHA**3 * np.exp(-ALPHA * r) / (8 * np.pi)


def electrons_inside(r):
    a = ALPHA * r
    return N_EL * (1 - np.exp(-a) * (1 + a + a**2 / 2))


E_ee = COULOMB * quad(lambda t: electrons_inside(t) * 4 * np.pi * t
                      * electron_density(t), 0, 12, epsabs=1e-10, limit=200)[0]
E_eA = -integrate_with_potential(electron_density, 12.0, R0 / 2, ZA, WA)
E_eB = -integrate_with_potential(electron_density, 12.0, R0 / 2, ZB, WB)
E_point = COULOMB * ZA * ZB / R0
E_direct = E_ee + E_eA + E_eB + E_point

# Coulomb energy of the total charge in Fourier space, origin at the cloud centre
k, wk = gauss_nodes(0, 200, 800)
mu, wmu = gauss_nodes(-1, 1, 200)
phase = np.exp(0.5j * R0 * k[:, None] * mu)
rho_k = (ZA * np.exp(-k**2 * WA**2 / 2)[:, None] * phase
         + ZB * np.exp(-k**2 * WB**2 / 2)[:, None] * phase.conj()
         - (N_EL / (1 + (k / ALPHA)**2)**2)[:, None])
E_total_charge = COULOMB / (2 * np.pi) * (wk @ np.abs(rho_k)**2 @ wmu)

E_self = self_energy(ZA, WA) + self_energy(ZB, WB)
E_ov = overlap_energy(R0, ZA, WA, ZB, WB)
E_regrouped = E_total_charge + E_ov - E_self
assert abs(E_direct - E_regrouped) < 1e-5
E_without = E_total_charge - E_self

print(f"Coulomb constant e^2/(4 pi eps0): {COULOMB:.6f} eV angstrom")
print(f"Ionic charges Z_A, Z_B: {ZA:.0f}, {ZB:.0f} (units of e)")
print(f"Widths rloc_A, rloc_B: {WA:.2f}, {WB:.2f} angstrom")
print(f"Ion separation R: {R0:.2f} angstrom")
print(f"Electron number: {N_EL:.0f}; cloud decay alpha: {ALPHA:.1f} 1/angstrom")
for name, z, w, e in (("A", ZA, WA, assembled[0]), ("B", ZB, WB, assembled[1])):
    print(f"Ion {name}: erf potential at centre: "
          f"{COULOMB * z * np.sqrt(2 / np.pi) / w:.4f} V")
    print(f"Ion {name}: self-energy, formula: {self_energy(z, w):.6f} eV")
    print(f"Ion {name}: self-energy, charge assembly: {e:.6f} eV")
print(f"Sum of self-energies: {E_self:.6f} eV")
print(f"Sum of self-energies, converted: {E_self / HARTREE:.6f} hartree")
print(f"Combined width s: {s:.6f} angstrom")
print(f"erfc argument x = R/(sqrt(2) s): {x0:.6f} (no unit)")
print(f"erfc(x): {erfc(x0):.8f} (no unit)")
print(f"Point-ion repulsion: {E_point:.6f} eV")
print(f"Smeared-ion repulsion: {smeared_pair(R0, ZA, WA, ZB, WB):.6f} eV")
print(f"Overlap correction: {E_ov:.6f} eV")
print(f"Overlap correction, converted: {E_ov / HARTREE:.6f} hartree")
print(f"Overlap force (repulsive): {force:.6f} eV/angstrom")
print(f"Electron-electron Hartree energy: {E_ee:.6f} eV")
print(f"Electron-ion A energy: {E_eA:.6f} eV")
print(f"Electron-ion B energy: {E_eB:.6f} eV")
print(f"Direct electrostatic sum: {E_direct:.6f} eV")
print(f"Coulomb energy of total charge: {E_total_charge:.6f} eV")
print(f"Regrouped electrostatic sum: {E_regrouped:.6f} eV")
print(f"Direct sum, converted: {E_direct / HARTREE:.6f} hartree")
print(f"Regrouped sum without overlap term: {E_without:.6f} eV")
print(f"Error when overlap term is omitted: {E_without - E_direct:.6f} eV")
print("Table: R (angstrom), point, smeared, overlap energies (eV)")
for R in distances:
    print(f"  {R:.2f}  {COULOMB * ZA * ZB / R:.6f}  "
          f"{smeared_pair(R, ZA, WA, ZB, WB):.6f}  "
          f"{overlap_energy(R, ZA, WA, ZB, WB):.3e}")
print("all good")
```

Printed output:

```
Coulomb constant e^2/(4 pi eps0): 14.399645 eV angstrom
Ionic charges Z_A, Z_B: 4, 6 (units of e)
Widths rloc_A, rloc_B: 0.30, 0.20 angstrom
Ion separation R: 1.00 angstrom
Electron number: 10; cloud decay alpha: 4.0 1/angstrom
Ion A: erf potential at centre: 153.1901 V
Ion A: self-energy, formula: 216.643466 eV
Ion A: self-energy, charge assembly: 216.643466 eV
Ion B: erf potential at centre: 344.6776 V
Ion B: self-energy, formula: 731.171698 eV
Ion B: self-energy, charge assembly: 731.171698 eV
Sum of self-energies: 947.815164 eV
Sum of self-energies, converted: 34.831565 hartree
Combined width s: 0.360555 angstrom
erfc argument x = R/(sqrt(2) s): 1.961161 (no unit)
erfc(x): 0.00554567 (no unit)
Point-ion repulsion: 345.591491 eV
Smeared-ion repulsion: 343.674956 eV
Overlap correction: 1.916535 eV
Overlap correction, converted: 0.070431 hartree
Overlap force (repulsive): 18.253375 eV/angstrom
Electron-electron Hartree energy: 899.977842 eV
Electron-ion A energy: -737.120700 eV
Electron-ion B energy: -1186.851159 eV
Direct electrostatic sum: -678.402526 eV
Coulomb energy of total charge: 267.496103 eV
Regrouped electrostatic sum: -678.402526 eV
Direct sum, converted: -24.930833 hartree
Regrouped sum without overlap term: -680.319061 eV
Error when overlap term is omitted: -1.916535 eV
Table: R (angstrom), point, smeared, overlap energies (eV)
  0.50  691.182982  576.779855  1.144e+02
  0.75  460.788655  443.502629  1.729e+01
  1.00  345.591491  343.674956  1.917e+00
  1.50  230.394327  230.387003  7.324e-03
  2.00  172.795746  172.795741  5.022e-06
all good
```
